# Blind Ptychography of an EUV Mask: Overlap and Raster Ambiguity

## Two good fits, one poor mask

Two simulated scans of the same EUV mask use 81 positions each, a nominal step of 360 nm and noise-free data. In the first scan the positions are jittered; in the second they form a regular raster. The same algorithm starts from the same kind of guess and fits both data sets closely: the relative data residuals are 0.0035 and 0.0053. The errors of the reconstructed masks are 0.0066 and 0.064. If the raster result is allowed one free complex factor that repeats with the scan step, its error falls to 0.0085.

The raster error is therefore mostly a periodic factor that the data do not oppose. To explain it we need the update equations, the invariances of the data, and a measure of error that ignores harmless invariances.

## Model and misfit

Let $O(\mathbf r)$ be the complex reflectance of the mask on a square pixel grid, and $P(\mathbf r)$ the illuminating field, or probe, on an $N\times N$ window. Both are unknown. The integer scan positions $\mathbf R_j$ are known. For a thin mask and coherent light, the exit wave and the far-field intensity are

$$
\psi_j(\mathbf r)=P(\mathbf r)\,O_j(\mathbf r),\qquad O_j(\mathbf r)=O(\mathbf r+\mathbf R_j),\qquad I_j=|\Psi_j|^2,\quad \Psi_j=F\psi_j .
$$

$F$ is the unitary discrete Fourier transform, so it preserves the inner product $\langle a,b\rangle=\sum a^*b$. Time varies as $e^{-i\omega t}$. With measured intensities $I_j$ and trial fields $P,O$, the misfit and relative residual are

$$
L=\sum_{j,\mathbf q}\left(|\Psi_j|-\sqrt{I_j}\right)^2,\qquad
\rho=\left(\frac{L}{\sum_{j,\mathbf q}I_j}\right)^{1/2}.
$$

Define a corrected wave by keeping the trial phase and inserting the measured amplitude:

$$
\psi'_j=F^{-1}\!\left[\sqrt{I_j}\,\frac{\Psi_j}{|\Psi_j|}\right],\qquad e_j=\psi'_j-\psi_j .
$$

At each frequency the triangle inequality gives $|\Psi_j-\sqrt{I_j}e^{i\phi}|\ge\big||\Psi_j|-\sqrt{I_j}\big|$ for any phase $\phi$, with equality for the phase of $\Psi_j$. Thus $\psi'_j$ is a nearest wave with the measured amplitudes, and $L=\sum_j\|e_j\|^2$.

## The gradient

Where $\Psi_j\ne0$, differentiating $|\Psi_j|^2=\Psi_j^*\Psi_j$ gives $d|\Psi_j|=\mathrm{Re}(\Psi_j^*d\Psi_j)/|\Psi_j|$. Hence

$$
dL=2\,\mathrm{Re}\sum_{j,\mathbf q}\left(1-\frac{\sqrt{I_j}}{|\Psi_j|}\right)\Psi_j^*\,d\Psi_j
=2\,\mathrm{Re}\sum_j\langle\psi_j-\psi'_j,d\psi_j\rangle .
$$

The last equality uses the unitarity of $F$. The product rule gives $d\psi_j=P\,dO_j+O_j\,dP$. Moving $P$ and $O_j$ to the left side of the inner product conjugates them, so $dL=2\,\mathrm{Re}(\langle g_O,dO\rangle+\langle g_P,dP\rangle)$ with

$$
g_O(\mathbf x)=\sum_j\big[P^*(\psi_j-\psi'_j)\big](\mathbf x-\mathbf R_j),\qquad
g_P=\sum_jO_j^*(\psi_j-\psi'_j).
$$

Terms outside the probe window are zero. A central difference of $L$ along a random joint direction agrees with this formula; the discrepancy is $2.3\times10^{-9}$ relative to twice the gradient norm.

## A step with a descent bound

Patterns are visited one at a time in random order. Put $M=\max|P|^2$, choose $0<a\le1$, and update the illuminated part of the object by

$$
\delta O_j=\frac{P^*e_j}{D},\qquad D=(1-a)|P|^2+aM .
$$

This is the negative single-pattern gradient divided by a positive weight. With the probe held fixed, the distance vector to the old target becomes

$$
P(O_j+\delta O_j)-\psi'_j=-e_j+\frac{|P|^2}{D}e_j=-\kappa e_j,\qquad
\kappa=1-\frac{|P|^2}{D}=\frac{a(M-|P|^2)}{D}.
$$

Since $|P|^2\le M$, we have $0\le\kappa\le1$. The old target still has the measured amplitudes, but it need not be the nearest such wave to the new trial wave. Therefore

$$
L_j^{\rm new}\le\sum_{\mathbf r}\kappa^2|e_j|^2\le\sum_{\mathbf r}|e_j|^2=L_j^{\rm old}.
$$

Both inequalities held in 100 random cases with $a=0.2$. The ratio of new to old misfit averaged 0.22, and its largest value was 0.48.

The limits of $a$ show the compromise. For $a=1$ the step is $P^*e_j/M$, which is slow where the probe is weak. For $a\to0$ it tends to $e_j/P$, which removes the distance to the old target at once but magnifies data errors where $|P|$ is small. For any fixed $a$, dim places with $|P|^2\ll aM$ have $\kappa\simeq1-|P|^2/(aM)$ and improve slowly.

The probe is updated from the same $e_j$ by $\delta P=O_j^*e_j/\max|O_j|^2$. Alone, this step obeys the analogous bound. Together, the new distance vector is

$$
-e_j+P\,\delta O_j+O_j\,\delta P+\delta P\,\delta O_j .
$$

If each linear term cancels $e_j$ on its own, their sum overshoots to $+e_j$, and the product term is added. The joint step thus has no general descent guarantee. Nor does a descent for one pattern guarantee a descent for its neighbours.

## What the intensities cannot determine

Let $f$ be a nonvanishing function and $\mathbf R_0$ one of the scan positions. Replace

$$
P(\mathbf r)\to P(\mathbf r)f(\mathbf r+\mathbf R_0),\qquad O(\mathbf x)\to\frac{O(\mathbf x)}{f(\mathbf x)} .
$$

Each exit wave is multiplied by $f(\mathbf r+\mathbf R_0)/f(\mathbf r+\mathbf R_j)$. If this ratio is a constant of unit modulus for each $j$, no intensity changes. Two cases matter.

- For a phase ramp $f=e^{i\mathbf a\cdot\mathbf r}$ the ratio is $e^{-i\mathbf a\cdot(\mathbf R_j-\mathbf R_0)}$. This works for any scan.
- On a raster with step $d$ pixels, every $d$-periodic $f$ gives ratio 1.

To count the continuous freedoms, take small changes $\delta P=Pu$ and $\delta O=Ov$, with $P$ and $O$ nonzero. Then $\delta\psi_j=\psi_j[u(\mathbf r)+v(\mathbf r+\mathbf R_j)]$. An exit wave changes by a constant phase alone if

$$
u(\mathbf r)+v(\mathbf r+\mathbf R_j)=i\theta_j,\qquad \theta_j\ \text{real}.
$$

Each exposure links probe pixel $\mathbf r$ to object pixel $\mathbf r+\mathbf R_j$. Going out through exposure $j$ and back through $k$ moves the probe pixel by $\mathbf R_j-\mathbf R_k$. Repeated moves generate a lattice $\Lambda$ of displacements. If the overlap leaves room for these paths inside the window, the pixels fall into $K$ linked classes, where $K$ is the index of $\Lambda$ in the full pixel lattice: the area of a cell of $\Lambda$ in pixels.

The real part of the equation has zero on its right, so it permits one real constant per class, $K$ in all. The imaginary part with all $\theta_j=0$ permits another $K$. For nonzero $\theta_j$, the phase differences collected along a closed path must cancel. With enough closed paths, $\theta_j-\theta_k$ is an additive function of the displacement $\mathbf R_j-\mathbf R_k$, hence linear:

$$
\theta_j=\alpha+\mathbf a\cdot\mathbf R_j .
$$

A solution exists for each choice, namely $u=i(\alpha-\mathbf a\cdot\mathbf r)$ and $v=i\mathbf a\cdot\mathbf x$. The constants $\alpha,a_x,a_y$ add three parameters, and the total is

$$
n_{\rm amb}=2K+3 .
$$

For $K=1$ the five freedoms are an amplitude scale exchanged between $P$ and $O$, an opposite phase, a common phase and two ramp components. They leave the absolute reflectance and a phase tilt undetermined, but do not alter the mask pattern in a harmful way. A raster has $K=d^2$, so $2(d^2-1)$ further parameters do.

This derivation treats exit waves known up to a phase. It does not prove that intensities add no other continuous freedom. That was tested for random complex fields, an $8\times8$ window and $4\times4$ positions, by counting the zero singular values of the full derivative of the intensities. Rasters with $d=2,3,4$ gave 11, 21 and 35, as predicted by $K=4,9,16$.

Displacing one position of the $d=2$ raster by one pixel along one axis halves the cell area to $K=2$; the count was 7. Displacing a second position along the other axis gives $K=1$; the count was 5. Two displaced exposures remove the periodic freedom in this noise-free, generic setting. The count is local: it does not exclude separate, distant solutions.

It also says nothing about sensitivity. If $J$ is the derivative matrix and $s_{\min}$ its smallest nonzero singular value, a small data error $\delta I$ produces a linearised error of at most $\|\delta I\|/s_{\min}$ in the determined directions. In the five cases above $s_{\min}/s_{\max}$ lay between 0.0032 and 0.024. A scan may have $K=1$ and still be poorly conditioned.

## How much overlap is needed?

For $n\times n$ raster positions there are $n^2N^2$ real intensities. The unknown probe and object contain

$$
U=2\left\{N^2+[(n-1)d+N]^2\right\}
$$

real numbers. Local determination up to the known ambiguities requires $U-(2K+3)\le n^2N^2$. For large $n$ the leading terms give

$$
2d^2\le N^2,\qquad 1-\frac dN\ge1-\frac1{\sqrt2}\simeq0.29 .
$$

This is a necessary overlap of windows, for a probe that fills its window. It is not a sufficient condition.

Borders matter in a small scan. With $N=8$, $n=4$ and $d=4$, $U=928$ and $928-35=893$, below the 1024 data. With $d=5$, $U=1186$, so at least $1186-1024=162$ directions are undetermined. The computed number is 162, far above the $2\cdot25+3=53$ expected from the scan ambiguity alone. The large-scan condition would have allowed this step, since $50<64$. Inserting $d=5$ into the finite count gives $14n^2-60n-93\ge0$, which first holds at $n=6$.

The mask example has $N=32$ and a probe whose central 90% of energy lies within a diameter of 16.12 pixels, or 967 nm, when counted on the pixel grid; the continuous profile gives 16.3 pixels, which would raise the overlaps below by up to about one percentage point. Overlap is here defined as $1-d/16.12$; for $d=6$ it is $1-0.372=0.628$. Each scan is jittered by whole pixels along each axis. The largest shift is a quarter of the step, rounded to a whole pixel (2 pixels for $d=6$), and each scan has $K=1$. The scan field and the budget of about 10,000 single-pattern updates are held fixed, so the number of positions falls as the step grows.

| Step (nm) | Overlap | Object error | Residual $\rho$ |
|---:|---:|---:|---:|
| 360 | 63% | 0.0066 | 0.0035 |
| 480 | 50% | 0.0093 | 0.0072 |
| 720 | 26% | 0.64 | 0.096 |
| 960 | 1% | 0.72 | 0.046 |

For this mask, probe, start and algorithm, the change from success to failure lies between 50% and 26% overlap. Each row is one random scan, so the table does not fix a universal threshold.

The simple count does not explain the failure: $2d^2$ is 288 and 512 in the last two rows, below $N^2=1024$. The data are noise-free and a solution with $\rho=0$ exists, so the large residuals show that the iteration did not reach it within the budget. The cause was not isolated: slow progress in weakly lit gaps and the difficulty of recovering an unknown probe from fewer overlapping exposures may both contribute. The last row has a smaller residual than the third but a larger object error, so the residual does not rank reconstructions from different scans. Both rows are failures: their errors are comparable with or larger than that of the flat starting mask (about 0.4 for masks of this kind) and vary strongly between random scans, so their exact values carry little meaning.

## Measuring the error without punishing harmless freedoms

Let $A$ be the reconstructed mask in the central part of the scan, and $B$ the true mask after a trial phase ramp and translation. The best complex scale $c$ minimises $\|A-cB\|^2$. Setting the derivative with respect to $c^*$ to zero gives $c=\langle B,A\rangle/\langle B,B\rangle$, and substitution gives

$$
\varepsilon^2=\min_c\frac{\|A-cB\|^2}{\|A\|^2}
=1-\frac{|\langle B,A\rangle|^2}{\|A\|^2\|B\|^2}.
$$

The ramp and translation are then chosen to minimise $\varepsilon$. All object errors quoted here are this $\varepsilon$. A joint translation of probe and mask is included because it nearly preserves the data when the fields are smoothly sampled and the probe is compact; on a pixel grid it is an approximate freedom, outside the count $2K+3$.

The same measure applied to the probe at the 360 nm step falls from 0.63 for the flat-phase Gaussian guess to 0.0027. The true probe has a phase in the mask plane with quadratic, astigmatic and coma-like cubic terms, none of which is in the guess. This phase was therefore recovered together with the mask, up to the freedoms that the measure removes.

For the raster at this step, $K=6^2=36$ and the predicted number of freedoms is 75. Fitting one complex constant to each of the 36 pixel classes reduces $\varepsilon$ from 0.0636 to 0.0085. The fraction of squared error removed is

$$
1-\left(\frac{0.0085}{0.0636}\right)^2\simeq0.98 .
$$

The same fit to the jittered result changes $\varepsilon$ only from 0.0066 to 0.0064. This control shows that the large reduction is not just the effect of adding 36 constants.

A planted error separates the scan from the starting guess. The true probe and mask are given a reciprocal six-pixel modulation, which makes the mask error 0.338. For the raster, $\rho=9\times10^{-16}$, which is rounding error. Then $e_j=0$, both updates vanish, and after 60 sweeps the error is still 0.338. From the same start, the jittered data give $\rho=0.35$, and 60 sweeps reduce the mask error to 0.0007. More iterations cannot cure the raster, because its data supply no gradient along the periodic freedom. A different scan or independent knowledge of the probe or mask is required.

## Noise and position errors

For a pixel with mean count $\bar n\gg1$, linearising the square root gives $\delta\sqrt n\simeq\delta n/(2\sqrt{\bar n})$. Poisson variance $\bar n$ then gives amplitude variance $1/4$. Summing over $N^2$ pixels and dividing by $n_{\rm ph}$ photons per pattern gives

$$
\rho_{\rm noise}\simeq\frac{N}{2\sqrt{n_{\rm ph}}}=\frac{32}{2\times10^3}=0.016
$$

for $10^6$ photons. The simulated value at the true fields is 0.0147. The estimate fails for nearly dark pixels: as $\bar n\to0$ their mean squared amplitude error tends to $2\bar n$, not $1/4$, while near $\bar n\approx1$ it rises to about 0.45. Dark pixels dominate the correction: summing the exact Poisson value pixel by pixel for a mask of this kind gives about 0.0146. A blind reconstruction from these noisy data has $\varepsilon=0.0155$, compared with 0.0066 without noise.

Position errors of 5 nm rms per axis, or 0.083 pixel, produce a residual of 0.0113 at the true fields. They are thus comparable with this photon noise in the data. This number is a data mismatch, not a reconstructed-mask error.

## Relation to a real EUV mask

The example uses rough typical values: wavelength 13.5 nm, incidence 6°, multilayer reflectivity 0.65 and a 60 nm tantalum-type absorber with index $0.95+0.031i$. The double pass gives absorber reflectivity 0.020 and phase $-2.81$ rad relative to the clear mask. The 60 nm pixel is coarse: a line 60 nm wide on the mask would occupy one pixel. A real absorber also departs from the thin-mask assumption. Its double-pass shadow is $2(60\ \mathrm{nm})\tan6^\circ=12.6$ nm, or 0.21 pixel, and propagation over twice its thickness gives a phase of about 0.35 rad at the band edge along one axis, and about twice that at the corners of the band. These figures count the absorber alone. An ideal 40-pair Mo/Si stack with a period of 6.9 to 7.0 nm reflects from an effective plane 40 to 50 nm below its surface, which raises the shadow to about 22 nm and the band-edge phase to about 0.6 rad. The exit angles span about $-0.5^\circ$ to $12.5^\circ$, over which the multilayer response was taken as constant. It is not: for such a stack the reflection phase changes by about 1 rad between $6^\circ$ and $12.5^\circ$, and the reflectivity at $12.5^\circ$ lies between about 0.2 and 0.7 depending on the period. The influence of these effects on the reconstruction was not computed, so the 0.7% noise-free error is not an accuracy estimate for a real mask. Ignoring the tilt of the mask coordinates would add 15.8 nm across the scan; this geometric part can be corrected. A relative bandwidth of 0.001 smears the detector edge by 0.016 pixel. The numerical output below lists the remaining values.

## Calculated quantities

```
gradient: relative finite-difference error 2.3e-09
object step: new/old misfit, mean 0.218, max 0.477 (100 random cases, a=0.2)
Jacobian test: 8x8 px window, 4x4 positions
  raster d=2: K=4, nullity=11, data=1024, unknowns=520, smallest kept s/smax=2.4e-02
  raster d=3: K=9, nullity=21, data=1024, unknowns=706, smallest kept s/smax=3.2e-03
  raster d=4: K=16, nullity=35, data=1024, unknowns=928, smallest kept s/smax=3.3e-03
  d=2, one moved: K=2, nullity=7, data=1024, unknowns=520, smallest kept s/smax=6.5e-03
  d=2, two moved: K=1, nullity=5, data=1024, unknowns=520, smallest kept s/smax=1.2e-02
  raster d=5: K=25, nullity=162, data=1024, unknowns=1186
wavelength 13.5 nm, photon energy 91.84 eV
pixel 60 nm, window 32 px = 1.92 um
absorber 60 nm, delta=0.05, beta=0.031, incidence 6 deg
clear reflectivity 0.65, absorber reflectivity 0.0199
absorber phase -2.808 rad, area fraction 0.282
probe 90%-energy diameter 16.12 px = 967 nm
blind runs, jittered scans, about 10000 updates each
  step 6 px = 360 nm, 81 positions, overlap 62.8%, K=1, object error 0.0066, data residual 3.46e-03
  step 8 px = 480 nm, 49 positions, overlap 50.4%, K=1, object error 0.0093, data residual 7.19e-03
  step 12 px = 720 nm, 25 positions, overlap 25.6%, K=1, object error 0.6384, data residual 9.64e-02
  step 16 px = 960 nm, 16 positions, overlap 0.8%, K=1, object error 0.7234, data residual 4.61e-02
probe error, step 6 px: start 0.6288, end 0.0027
blind raster, step 6 px: K=36, object error 0.0636, data residual 5.33e-03
after periodic-factor fit: raster 0.0085, jittered 0.0064
planted periodic factor: object error 0.3382
  its data residual: raster 9.0e-16, jittered 0.3497
  object error after 60 sweeps: raster 0.3382, jittered 0.0007
phase ramp on jittered scan: data residual 2.6e-16
noise, 1e+06 photons/pattern: data residual 0.0147, blind object error 0.0155
position error 5 nm rms per axis: data residual 0.0113
detector half-angle 6.46 deg; exit angles -0.46 to 12.46 deg
absorber double-pass shadow 12.6 nm
propagation phase over twice the absorber, band edge 0.355 rad
relative bandwidth 0.001: edge smear 0.016 detector px
uncorrected tilt over scan span 15.8 nm
```
